# Blech length of a metal line for a given stress range

## Question

I have to find the Blech length of a metal line at a current density of $10^{10}\ \mathrm{A/m^2}$. The data are a stress range of 400 MPa, an atomic volume of $1.18\times10^{-29}\ \mathrm{m^3}$, an effective valence of magnitude 4 and a resistivity of $2.2\times10^{-8}\ \Omega\,\mathrm{m}$.

I understand that the current pushes atoms along the line and that a stress builds up against it, but I am stuck on three points. When I balance the two, my signs come out so that the stress helps the current. I can't tell whether 400 MPa is the tension at one end or the difference between the ends, and this changes my answer by a factor of two. Finally, no diffusion coefficient is given, although the whole process is diffusion. Is something missing from the data?

## Answer

Nothing is missing. The Blech length follows from a state in which the atoms have stopped drifting, and the diffusion coefficient drops out of that state. The signs come right once the direction of the force and the sign of the stress are fixed.

### Conventions and the force

Let $x$ run along the line in the direction of electron flow. Electrons enter at the cathode end, $x=0$, and leave at the anode end, $x=L$. I take both ends to be blocked, so that no atoms cross them, and assume that atoms are neither created nor lost along the line. The hydrostatic stress $\sigma$ is positive in tension.

The conventional current runs towards $-x$, so the electric field is $E_x=-\rho j$, with $j$ the magnitude of the current density and $\rho$ the resistivity. The effective valence $Z^*$ combines the direct force of the field on the ion with the momentum transferred by the electrons. Here the electron wind dominates and $Z^*=-|Z^*|$. The force on an atom is therefore

$$
F=Z^*eE_x=(-|Z^*|)\,e\,(-\rho j)=+|Z^*|e\rho j .
$$

It points towards the anode. Atoms leave the cathode end, which goes into tension, and collect at the anode end, which goes into compression.

### Why the stress opposes the drift

Let $n$ be the fractional excess of atoms in a small piece of the line. The surroundings confine the piece, so an excess produces compression. For a linear elastic response with effective modulus $B$,

$$
\sigma=-Bn .
$$

The elastic energy per unit volume is $Bn^2/2$, or $\Omega Bn^2/2$ per atomic site, where $\Omega$ is the atomic volume. A piece with $N$ sites holds $Nn$ excess atoms and has elastic energy $N\Omega Bn^2/2$. The energy needed to add one more atom is the derivative with respect to the number of excess atoms:

$$
\mu=\frac{\partial}{\partial(Nn)}\left(\frac{N\Omega Bn^2}{2}\right)
=\frac1N\,N\Omega Bn=\Omega Bn=-\Omega\sigma .
$$

The minus sign is the one to watch. An atom has a lower chemical potential where the metal is in tension, because there it fills a deficit. The force due to stress is

$$
-\frac{d\mu}{dx}=+\Omega\frac{d\sigma}{dx}.
$$

Since $\sigma$ falls from tension at the cathode to compression at the anode, $d\sigma/dx$ is negative. This force points back towards the cathode, against the wind.

An atom with diffusivity $D$ drifts at $D/kT$ times the total force on it. With $1/\Omega$ atoms per unit volume, the flux is

$$
J=\frac{D}{\Omega kT}\left(F+\Omega\frac{d\sigma}{dx}\right).
$$

### The steady state

In a steady state the number of atoms in each piece is constant, so $J$ has the same value all along the line. It vanishes at the blocked ends and hence everywhere. The prefactor is not zero, so the bracket must be:

$$
\frac{d\sigma}{dx}=-\frac{F}{\Omega}.
$$

This is where $D$ and $T$ disappear as explicit factors. They set how fast the balance is reached. The argument also holds if $D$ varies with stress, since a positive prefactor cannot make the flux vanish. Temperature can still enter through $\rho$ and $Z^*$.

For uniform $F$, integration from $0$ to $L$ gives $\sigma(L)-\sigma(0)=-FL/\Omega$, or

$$
\sigma(0)-\sigma(L)=\frac{FL}{\Omega}=\frac{|Z^*|e\rho jL}{\Omega}.
$$

The longer the line, the larger the stress difference it needs to stop the drift. If the line can sustain a difference $\Delta\sigma$, the greatest length that can be held in balance is found by setting the left side equal to $\Delta\sigma$ and solving for $L$:

$$
L_B=\frac{\Omega\,\Delta\sigma}{|Z^*|e\rho j}.
$$

### Numbers

The field has magnitude $\rho j=(2.2\times10^{-8})(10^{10})=220$ V/m. The force is

$$
F=4\,(1.602\times10^{-19}\ \mathrm{C})(220\ \mathrm{V/m})
=1.410\times10^{-16}\ \mathrm{N}.
$$

The work associated with the stress range is

$$
\Omega\Delta\sigma=(1.18\times10^{-29}\ \mathrm{m^3})(4.00\times10^{8}\ \mathrm{Pa})
=4.72\times10^{-21}\ \mathrm{J}.
$$

Their quotient is the length:

$$
L_B=\frac{4.72\times10^{-21}\ \mathrm{J}}{1.410\times10^{-16}\ \mathrm{N}}
=3.35\times10^{-5}\ \mathrm{m}\approx 33\ \mu\mathrm{m}.
$$

The stress gradient, $F/\Omega$, is about 12 MPa per micrometre. The product $jL_B=\Omega\Delta\sigma/(|Z^*|e\rho)$ does not contain the current density if the other quantities are held fixed. Here it is about 3300 A/cm. Doubling $j$ at fixed resistivity, valence and stress range therefore halves the permitted length.

### Is 400 MPa a difference or an end stress?

"Stress range" means the difference between the ends, and that is how I used it. The stress at each end needs one more piece of information.

Blocked ends conserve the total number of atoms, so the average of $n$ over the line is constant, and so is the average of $\sigma=-Bn$ for uniform $B$. If the line starts with uniform stress $\sigma_0$, the linear steady profile must have that average:

$$
\sigma(x)=\sigma_0+\frac{F}{\Omega}\left(\frac L2-x\right).
$$

For $\sigma_0=0$ and $L=L_B$, the ends are at $+200$ and $-200$ MPa. An initial tension of 100 MPa changes them to $+300$ and $-100$ MPa. The difference remains 400 MPa.

Suppose instead that the line fails when the cathode tension reaches a value $\sigma_c$. Setting $x=0$ in the profile gives

$$
\sigma_c=\sigma_0+\frac{FL}{2\Omega}
\quad\Longrightarrow\quad
L=\frac{2\Omega(\sigma_c-\sigma_0)}{F}.
$$

With $\sigma_c=400$ MPa and $\sigma_0=0$ this is 67 µm, which is your factor of two. It answers a different question from the one set.

A void at the cathode changes the end stresses again. If its surface holds the stress there near zero (surface tension neglected), the flux still vanishes in the steady state because the anode end is blocked. The gradient is unchanged, and at $L=L_B$ the anode is at $-400$ MPa.

The void then stops growing at a finite size. The mean stress is $-200$ MPa, so for a line that started stress-free, with a rough modulus $B=28$ GPa, the mean excess of atoms is $200/28000=0.7\%$. These atoms came from the void. If it spans the full cross-section, its length is about $0.007\times33\ \mu\mathrm{m}\approx0.2\ \mu\mathrm{m}$, small compared with the line. Whether such a void breaks the circuit depends on where it sits and on whether a liner can carry the current around it.

### Can the limit be exceeded on the way?

A steady state below the limit would be little help if the stress overshot it first. For constant $D$ and a uniform initial stress, it does not. Conservation of atoms reads $\partial n/\partial t=-\Omega\,\partial J/\partial x$. Multiplying by $-B$ gives

$$
\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}.
$$

Differentiate the flux with respect to time. Since $F$ is constant, the stress term alone contributes:

$$
\frac{\partial J}{\partial t}
=\frac{D}{kT}\frac{\partial}{\partial x}\frac{\partial\sigma}{\partial t}
=\frac{DB\Omega}{kT}\frac{\partial^2J}{\partial x^2}.
$$

The flux itself obeys a diffusion equation. It is zero at the blocked ends and starts positive inside, and diffusion cannot make it negative. Hence $F+\Omega\,\partial\sigma/\partial x\ge0$ at all times, and integrating over the line gives $\sigma(0)-\sigma(L)\le FL/\Omega$. The difference approaches its steady value from below. With $\kappa=DB\Omega/kT$, the slowest part of the flux decays over a time $L^2/(\pi^2\kappa)$. This is where the missing diffusion coefficient would be needed.

I also tested the balance numerically, with a line divided into 30 elastic cells that exchange atoms by thermally activated hops. The hop rates came from the elastic energy and the work of $F$, and they increased with tension. At 378 K, with $B=28$ GPa, blocked ends and a stress-free start, the largest end-to-end differences were 360 MPa for $0.9L_B$ and 440 MPa for $1.1L_B$. At $L_B$ the difference settled at 400 MPa. Making the mobility constant, or doubling $B$, left that last value unchanged to within 0.1 MPa.

### What happens in a longer line

If nothing gives way, a line longer than $L_B$ passes the 400 MPa limit after a finite time. Suppose that something then does give way, for instance a void at one end and yielding at the other, and that this holds the difference at $\Delta\sigma$. For constant $D$, a steady flux requires a uniform gradient, $d\sigma/dx=-\Delta\sigma/L$. The drift velocity is

$$
v=\Omega J=\frac{D}{kT}\left(F-\frac{\Omega\Delta\sigma}{L}\right)
=\frac{DF}{kT}\left(1-\frac{L_B}{L}\right),
$$

where the last step uses $\Omega\Delta\sigma=FL_B$. The drift vanishes as $L$ comes down to $L_B$ and approaches the full wind-driven value $DF/kT$ when $L\gg L_B$. As long as the difference is held at $\Delta\sigma$, a line longer than $L_B$ thus keeps losing material at its cathode end. If a void forms but the anode end does not yield, the drift stops again and the void saturates at a length $FL^2/(2\Omega B)$, about 1 µm for $L=2L_B$, with $-800$ MPa at the anode. If the growing void shortens the metal while current still flows and the difference stays at $\Delta\sigma$, the loss slows as the remaining length approaches $L_B$, which it does only asymptotically. The line may fail well before that, and the Blech length does not give its lifetime.

### How far to trust 33 µm in a real interconnect

The data resemble a copper interconnect: $10^{10}\ \mathrm{A/m^2}$ is 1 MA/cm², and a threshold product of a few thousand A/cm is a reasonable size for copper. The effective valence is among the less certain inputs, and $L_B$ is inversely proportional to it. The estimates below use rough typical values.

- **Resistivity.** The formula contains the product $|Z^*|\rho$, so the two values must belong to the same line and temperature. Suppose that $|Z^*|=4$ holds at an operating temperature of 378 K, but that $2.2\times10^{-8}\ \Omega\,\mathrm{m}$ was measured at 293 K. A slope of $6.8\times10^{-11}\ \Omega\,\mathrm{m/K}$ raises the resistivity to $2.78\times10^{-8}\ \Omega\,\mathrm{m}$, and the length falls by 21%, from 33.5 µm to 26.5 µm. If both values were measured at 293 K, correcting $\rho$ alone would be misleading. At a given current density the wind force depends on the momentum the electrons bring to the atom. In a simple free-electron picture with a fixed scattering cross-section of the atom, the wind part of $Z^*$ then falls as $1/\rho$ and the wind force stays the same. The same caution applies to very narrow lines, where scattering from surfaces and grain boundaries raises $\rho$.
- **Initial tension.** This matters if failure is set by the cathode tension. For a limit of 200 MPa, a stress-free line may be 33 µm long. An initial tension of 100 MPa uses up half the margin and reduces this to 17 µm. The real value can be larger. Cooling from a stress-free 573 K to 378 K with an expansion mismatch of $14\times10^{-6}$/K gives a volume misfit of $3\times14\times10^{-6}\times195=0.8\%$, or about 230 MPa for $B=28$ GPa. This exceeds the limit at any length.
- **Joule heating.** For a line 0.2 µm thick, heat $j^2\rho$ per unit volume flowing straight down through 0.5 µm of dielectric with conductivity 0.3 W/(m K) gives a rise of 0.73 K. This leaves out the rest of the path to the heat sink and heat from other layers or from devices, which raise the value. It also leaves out sideways spreading of the heat, which lowers it to about 0.1 K for an isolated line 0.2 µm wide in the same dielectric. Equal neighbours in the same layer undo part of that reduction, giving about 0.4 K at a pitch of 0.4 µm. If one end were hotter than the other by this amount, a heat of transport of 0.1 eV would contribute $0.1\ \mathrm{eV}\times0.73/378$, which is 0.7% of $\Omega\Delta\sigma$.

The assumption of blocked ends is more fundamental. If atoms can pass through a via into the next segment, the stresses in the two segments are linked. When both carry the same current density in the same direction, their combined length counts. In other cases the stresses have to be found from the currents in all the connected segments. If the metal creeps or atoms escape along the line, the opposing stress relaxes and the drift can continue even below 33 µm. A design rule based on $jL$ for a single segment therefore requires blocking ends, a confinement that sustains the assumed stress range, and values of resistivity and effective valence that both apply to the line at its temperature of use.

For the exercise as set, the answer is $L_B\approx33\ \mu\mathrm{m}$. The numerical output below lists the values to more digits.

## Numbers as computed

```
INPUTS
current density            1e+10 A/m^2
allowed stress range       400 MPa
atomic volume              1.18e-29 m^3
valence magnitude          4
resistivity                2.2e-08 ohm m
elementary charge          1.602177e-19 C
RESULTS
electric field rho*j       220.0 V/m
force on an atom           1.4099e-16 N
Omega * stress range       4.7200e-21 J
stress gradient magnitude  11.95 MPa/um
Blech length               3.3477e-05 m
Blech length               33.48 um
threshold product j*L      3348 A/cm
HOPPING MODEL
temperature                378 K
effective modulus          28 GPa
steady range at L_B        400.00 MPa
cathode stress at L_B      200.00 MPa
anode stress at L_B        -200.00 MPa
largest range at 0.9 L_B   360.00 MPa
largest range at 1.1 L_B   440.00 MPa
anode stress, cathode void -400.00 MPa
initial tension, rough     100 MPa
cathode, with that tension 300.00 MPa
anode, with that tension   -100.00 MPa
OTHER CRITERION: CATHODE TENSION ONLY
length, limit 400 MPa, no initial tension 66.95 um
length, limit 200 MPa, with initial tension 16.74 um
NEGLECTED EFFECTS, ROUGH
room temperature           293 K
resistivity slope          6.8e-11 ohm m/K
resistivity when hot       2.78e-08 ohm m
Blech length when hot      26.5 um
change of Blech length     -21 %
line thickness             0.2 um
dielectric thickness       0.5 um
dielectric conductivity    0.3 W/(m K)
Joule temperature rise     0.73 K
heat of transport          0.1 eV
thermomigration / range    0.66 %
second-order elastic term  0.36 %
```
